\section*{Breathing frequency of a monolayer on a rigid support}

\section*{Problem}

A monolayer of areal density $\rho=3.07\times10^{-6}\ \mathrm{kg/m^2}$ lies on a thick support that may be treated as immobile. When the gap between layer and support changes by $x$, the interface pulls the layer back with a force per area $-Kx$, where $K=5\times10^{19}\ \mathrm{N/m^3}$. Find the wavenumber of the breathing mode, in which the whole layer moves uniformly along its normal. Then estimate how far the answer changes if the support is elastic, if the layer is flexible inside, and if the temperature is 300 K.

\section*{A tempting solution}

A breathing mode is a vibration of two bodies against each other. Two bodies joined by a spring vibrate with their reduced mass, which for two layers of areal density $\rho$ is $\rho/2$. Hence
\begin{equation}
\omega=\sqrt{\frac{K}{\rho/2}}=\sqrt{\frac{2K}{\rho}},
\qquad
\tilde\nu=\frac{\omega}{2\pi c}=30.30\ \mathrm{cm^{-1}} .
\end{equation}

\section*{Where it fails}

The arithmetic is right, but it answers a question about a free bilayer. Let $u$ and $v$ be the upward displacements of the layer and of its partner, so that $x=u-v$. If the partner is a free sheet of areal density $\rho_2$, the forces on the two are equal and opposite:
\begin{equation}
\rho\,\ddot u=-Kx,\qquad \rho_2\,\ddot v=+Kx .
\end{equation}
Dividing each equation by its density and subtracting the second from the first gives
\begin{equation}
\ddot x=-K\left(\frac1\rho+\frac1{\rho_2}\right)x .
\label{eq:pair}
\end{equation}
The tempting solution sets $\rho_2=\rho$: it lets the support recoil as though it weighed no more than one monolayer. An immobile support is the opposite limit, $\rho_2\to\infty$, in which the second term vanishes. The reduced mass is then $\rho$ itself.

\section*{Solution for the immobile support}

The constant $K$ is the curvature of the binding energy per area at the equilibrium gap. The linear term of the expansion vanishes there, so for small $x$ the energy is $W_0+\tfrac12Kx^2$ and the force per area is $-Kx$. With $v=0$ we have $x=u$, and Newton's law for unit area reads
\begin{equation}
\rho\,\ddot u=-Ku .
\end{equation}
Inserting $u\propto\cos\omega_0t$ gives $-\rho\omega_0^2=-K$, or
\begin{equation}
\omega_0=\sqrt{\frac K\rho},\qquad
\tilde\nu_0=\frac{1}{2\pi c}\sqrt{\frac K\rho}.
\label{eq:main}
\end{equation}
The unit of $K/\rho$ is $(\mathrm{N/m^3})/(\mathrm{kg/m^2})=\mathrm{s^{-2}}$, as required. The factor $2\pi$ enters because a spectroscopic wavenumber is the ordinary frequency, not the angular one, divided by $c$. Numerically,
\begin{align}
\frac K\rho&=\frac{5\times10^{19}}{3.07\times10^{-6}}\ \mathrm{s^{-2}}
=1.629\times10^{25}\ \mathrm{s^{-2}},\\
\omega_0&=4.036\times10^{12}\ \mathrm{rad/s},\\
\tilde\nu_0&=\frac{4.036\times10^{12}}{2\pi\,(2.998\times10^{10})}\ \mathrm{cm^{-1}}
=21.4\ \mathrm{cm^{-1}} .
\end{align}
This is the answer to the first question. It corresponds to 0.642 THz, or a quantum of 2.66 meV. The free bilayer is higher by $\sqrt2$ at the same $K$.

\section*{An elastic support}

A real support is neither immobile nor a free sheet: its surface yields and sends sound into the bulk. Let it fill $z<0$, with density $\rho_s$ and longitudinal sound speed $c_s$. If no wave returns from below, the displacement in the support is a downward-travelling wave,
\begin{equation}
w(z,t)=v(t+z/c_s).
\end{equation}
The stress at the surface is the elastic modulus $\rho_sc_s^2$ times the strain:
\begin{equation}
\rho_sc_s^2\left.\frac{\partial w}{\partial z}\right|_{z=0}
=\rho_sc_s\,\dot v\equiv Z\dot v .
\end{equation}
An opened gap, $x>0$, pulls the surface upward with force per area $Kx$, so $Z\dot v=Kx$. Differentiating this once gives $\ddot v=K\dot x/Z$, while the layer still obeys $\ddot u=-Kx/\rho$. Subtracting,
\begin{equation}
\ddot x+\Gamma\dot x+\omega_0^2x=0,\qquad \Gamma=\frac KZ .
\label{eq:damped}
\end{equation}
The trial form $x=e^{\lambda t}$ requires $\lambda^2+\Gamma\lambda+\omega_0^2=0$, whose roots are
\begin{equation}
\lambda=-\frac\Gamma2\pm i\omega_d,\qquad
\omega_d=\sqrt{\omega_0^2-\frac{\Gamma^2}{4}} .
\end{equation}
A free sheet responds by its inertia and adds to the restoring term in \eqref{eq:pair}, which raises the frequency. The half-space responds in proportion to velocity and adds friction, which lowers the frequency of the free ring-down. For $Z\to\infty$ the friction vanishes and \eqref{eq:main} returns. For $\Gamma\geq2\omega_0$ there is no oscillation at all.

The amplitude falls as $e^{-\Gamma t/2}$. For weak damping the energy falls at the rate $\Gamma$, the nominal line width is $\Gamma/(2\pi c)$, and the quality factor is $Q=\omega_0/\Gamma$.

For sapphire, rough values are $\rho_s=3980\ \mathrm{kg/m^3}$ and $c_s=11100\ \mathrm{m/s}$. Then $Z=4.42\times10^7\ \mathrm{kg/(m^2\,s)}$ and $\Gamma=1.13\ \mathrm{ps^{-1}}$. The width is $6.0\ \mathrm{cm^{-1}}$, $Q=3.6$, and
\begin{equation}
\tilde\nu_d=\sqrt{21.42^2-(6.01/2)^2}\ \mathrm{cm^{-1}}=21.2\ \mathrm{cm^{-1}} .
\end{equation}
This is the frequency of the free ring-down, not necessarily the peak of a measured line. In the same model the thermal spectrum of the gap, $\propto\omega^2/[(\omega_0^2-\omega^2)^2+\Gamma^2\omega^2]$, peaks at $\omega_0$ itself, while the velocity spectrum of the layer peaks at $\sqrt{\omega_0^2-\Gamma^2/2}$, or $21.0\ \mathrm{cm^{-1}}$. These differences are small because the damping enters them quadratically, but the oscillation loses a factor $e$ in amplitude within 1.8 ps, little more than one period.

For silica, with roughly $2200\ \mathrm{kg/m^3}$ and $5900\ \mathrm{m/s}$ and the same $K$, the impedance is $1.30\times10^7\ \mathrm{kg/(m^2\,s)}$. Now $\Gamma=3.85\ \mathrm{ps^{-1}}$, $Q=1.05$ and $\tilde\nu_d=18.8\ \mathrm{cm^{-1}}$. The nominal width, $20\ \mathrm{cm^{-1}}$, is as large as the frequency, so the weak-damping picture of a line no longer holds.

Equation \eqref{eq:damped} can be tested by releasing the layer from rest at $x(0)=1$, with the support undeformed and at rest until then. The relation $Z\dot v=Kx$ contains no surface mass, so at release the surface takes up the velocity $\dot v(0)=Kx(0)/Z=\Gamma$ at once, while the layer, which has inertia, starts with $\dot u(0)=0$. Hence $\dot x(0)=-\dot v(0)=-\Gamma$. Writing $x=e^{-\Gamma t/2}(\cos\omega_dt+B\sin\omega_dt)$, this requires $-\Gamma/2+B\omega_d=-\Gamma$, so $B=-\Gamma/(2\omega_d)$. The motion was also computed from the normal modes of a layer on a column of 1000 elastic cells, each 0.05 nm long. From 0.1 to 6 ps, before an echo returns, the two results differ by at most 0.0003 of the initial gap change for sapphire and 0.0021 for silica. These cells are finer than real atomic planes, so this tests the continuum limit only. An extra surface mass $\delta m$ per area raises the frequency by a fraction of about $K\,\delta m/(2Z^2)$; half the mass of a plane 0.22 nm thick gives about $+0.1\ \mathrm{cm^{-1}}$ for sapphire and $+0.5\ \mathrm{cm^{-1}}$ for silica, so the last digit of $\tilde\nu_d$ depends on how the surface ends.

\section*{Flexibility inside the layer}

Take the layer to be MoS$_2$, whose S, Mo and S planes are joined by two springs of stiffness $k$ per area. The support is again immobile. Let $m_i$ be the areal densities of the planes, $u_i$ their displacements from the bottom up, and $f_j$ the fraction of the mass above bond $j$. At frequency $\omega$, bond $j$ must supply the force that accelerates everything above it. To leading order in $K/k$ that force is $f_j\rho\omega_0^2u_1=f_jKu_1$, so the bond stretches by $e_j=f_jKu_1/k$. The interface must accelerate the whole layer:
\begin{align}
Ku_1&=\omega^2\sum_i m_iu_i
=\omega^2\rho\,(u_1+f_1e_1+f_2e_2)\notag\\
&=\omega^2\rho\,u_1\left[1+\frac Kk\,(f_1^2+f_2^2)\right].
\end{align}
Solving for $\omega^2$ and expanding the square root gives
\begin{equation}
\frac{\omega-\omega_0}{\omega_0}\simeq-\frac{K}{2k}\,(f_1^2+f_2^2).
\end{equation}
The spring follows from the internal mode in which the S planes move oppositely and Mo rests: $k=m_{\mathrm S}\omega_A^2$. With a rough wavenumber of $400\ \mathrm{cm^{-1}}$ this gives $k=3.49\times10^{21}\ \mathrm{N/m^3}$. The atomic masses, 95.95 u and 32.06 u, give $f_1=0.80$ and $f_2=0.20$. The shift is
\begin{equation}
-21.42\times\frac{5\times10^{19}}{2(3.49\times10^{21})}\times0.68\ \mathrm{cm^{-1}}
=-0.10\ \mathrm{cm^{-1}} ,
\end{equation}
and the lowest eigenvalue of the three-plane dynamical matrix gives the same value. The two-spring model is crude: it puts the other out-of-plane mode at $517\ \mathrm{cm^{-1}}$, against about 470 in MoS$_2$, and adding an S--S spring to fit both modes gives $-0.11\ \mathrm{cm^{-1}}$. Treating the layer as rigid is therefore a good approximation here.

\section*{Temperature}

Thermal ripples sample the anharmonic part of the binding. With bending rigidity $D$, a ripple of in-plane wave vector $q$ has stiffness $K+Dq^4$. The support is again immobile. The ripples that matter most have $q\lesssim(K/D)^{1/4}$ and frequencies of order $\tilde\nu_0$, far below $k_BT$, which corresponds to $208.5\ \mathrm{cm^{-1}}$, so classical equipartition applies to them. The shortest ripples are not classical but contribute only a few per cent of $\langle u^2\rangle$. With $s=q^2$,
\begin{equation}
\langle u^2\rangle=\int_0^\infty\frac{q\,dq}{2\pi}\frac{k_BT}{K+Dq^4}
=\frac{k_BT}{4\pi}\int_0^\infty\frac{ds}{K+Ds^2}
=\frac{k_BT}{8\sqrt{KD}} .
\end{equation}
For $D$ of roughly 10 eV the rms height is 7.6 pm, or 7.5 pm if the integral is cut at the zone boundary.

As a model of the binding take a 9--3 wall with equilibrium gap $d$. With $y$ the gap divided by $d$, its energy per area in units of $Kd^2$ is
\begin{equation}
U(y)=\frac{y^{-9}-3y^{-3}}{54},\qquad
g(y)\equiv U''(y)=\frac{10y^{-11}-4y^{-5}}{6},
\end{equation}
so that $g(1)=1$, $g'(1)=-15$ and $g''(1)=200$. Each ripple adds $\tfrac12k_BT\ln(Kg+Dq^4)$ to the free energy. The derivative of their sum with respect to $Kg$ is half the integral above with $K$ replaced by $Kg$, namely $k_BT/(16\sqrt{KgD})$. Integrating back gives $(k_BT/8)\sqrt{Kg/D}$ plus a constant. In units of $Kd^2$ the free energy is therefore
\begin{equation}
F(y)=U(y)+\epsilon\sqrt{g(y)},\qquad \epsilon=\frac{\langle u^2\rangle}{d^2}.
\end{equation}
To first order in $\epsilon$ the minimum, at $y=1+\delta$, satisfies $\delta+\epsilon g'(1)/2=0$, so $\delta=7.5\epsilon$. The curvature there is
\begin{align}
F''&\simeq1+g'(1)\,\delta+\epsilon\left[\frac{g''(1)}2-\frac{g'(1)^2}4\right]\notag\\
&=1-112.5\,\epsilon+43.75\,\epsilon=1-68.75\,\epsilon .
\end{align}
For a rough gap of 0.30 nm, $\epsilon=6.43\times10^{-4}$ and the static stiffness falls by 4.4\%. Since $\omega\propto\sqrt K$, this suggests a shift of about $-0.5\ \mathrm{cm^{-1}}$. It is an estimate of size only: the static free energy assumes that every ripple stays at temperature $T$ while the gap changes, which requires an exchange of heat that need not happen within one period. The assumption enters through the term $-\epsilon g'(1)^2/4=-56.25\,\epsilon$, the response of the ripple amplitudes to the gap. Half of it comes from the exchange of heat and drops out for an oscillation at $\omega_0$. The other half is driven off resonance and grows by $4\omega_q^2/(4\omega_q^2-\omega_0^2)$, with $\omega_q^2=(K+Dq^4)/\rho$, a factor that averages to 1.24. The term becomes $-34.8\,\epsilon$, the total $-47.3\,\epsilon$, and the shift about $-0.3\ \mathrm{cm^{-1}}$. Thermal motion of an elastic surface is left out; it adds to the fluctuation of the gap, more so on silica than on sapphire.

\section*{Reading the result for a real interface}

The given density is that of monolayer MoS$_2$: a lattice constant of about 0.316 nm yields $3.07\times10^{-6}\ \mathrm{kg/m^2}$. The stiffness is a round parameter, not a measurement for sapphire. In the 9--3 model it implies an adhesion energy $Kd^2/27=0.17\ \mathrm{J/m^2}$, a reasonable size for van der Waals contact. Roughness or trapped molecules can change $K$; a 10\% change moves the frequency by about 5\%, or $1\ \mathrm{cm^{-1}}$.

The corrections above were found one at a time, with the other idealizations kept. Of these, the elastic support has the largest effect, through the damping it brings; on sapphire it puts the damped wavenumber $\tilde\nu_d$ only $0.2\ \mathrm{cm^{-1}}$ below $\tilde\nu_0$, of the same order as the thermal shift of 0.3 to $0.5\ \mathrm{cm^{-1}}$ found for an immobile support. For a flat, clean contact on sapphire the model keeps the centre near $21\ \mathrm{cm^{-1}}$ but gives it a width of about $6\ \mathrm{cm^{-1}}$; on silica, at equal $K$, it leaves a strongly damped motion. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
Areal density, given: 3.070e-06 kg/m2
Interface stiffness, given: 5.00e+19 N/m3
MoS2 lattice constant, rough: 0.316 nm
Atomic masses Mo, S: 95.95, 32.06 u
Areal density from lattice: 3.074e-06 kg/m2
K/rho: 1.6287e+25 s^-2
Angular frequency: 4.0357e+12 rad/s
Frequency: 0.6423 THz
Breathing wavenumber, immobile support: 21.42 cm^-1
Quantum energy: 2.656 meV
Period from integrated motion: 1.5569 ps
Wavenumber from that period: 21.424 cm^-1
Two identical free layers: 30.30 cm^-1
sapphire: density, rough: 3980 kg/m3
sapphire: sound speed, rough: 11100 m/s
sapphire: impedance Z: 4.418e+07 kg/(m2 s)
sapphire: damping rate K/Z: 1.132 ps^-1
sapphire: amplitude 1/e time: 1.77 ps
sapphire: damped wavenumber: 21.21 cm^-1
sapphire: nominal width: 6.01 cm^-1
sapphire: quality factor: 3.57
sapphire: largest column-formula difference: 0.0003
silica: density, rough: 2200 kg/m3
silica: sound speed, rough: 5900 m/s
silica: impedance Z: 1.298e+07 kg/(m2 s)
silica: damping rate K/Z: 3.852 ps^-1
silica: amplitude 1/e time: 0.52 ps
silica: damped wavenumber: 18.83 cm^-1
silica: nominal width: 20.45 cm^-1
silica: quality factor: 1.05
silica: largest column-formula difference: 0.0021
Internal mode, rough: 400 cm^-1
Internal spring k: 3.491e+21 N/m3
Internal-flexibility shift, matrix: -0.104 cm^-1
Internal-flexibility shift, formula: -0.104 cm^-1
Temperature: 300 K
kT as wavenumber: 208.5 cm^-1
Bending rigidity, rough: 10.0 eV
Equilibrium gap, rough: 0.30 nm
Adhesion energy of 9-3 wall: 0.167 J/m2
Thermal rms height: 7.61 pm
Mean-square height / gap squared: 6.427e-04
Thermal gap increase: 1.46 pm
Static stiffness change, first order: -4.42 %
Static stiffness change, full: -4.36 %
Thermal shift estimate: -0.47 cm^-1
\end{verbatim}
